# Image-Charge Lowering of a Schottky Barrier and Its Limits, part 1

(Sections cited here and not found follow in the second part.)

## I. The image energy and the lowered barrier

A first-principles calculation of a metal–semiconductor interface can yield one number: the height of the bulk conduction-band edge above the metal's Fermi level, obtained by aligning the averaged electrostatic potential on the two sides. Before this number enters a device model or is compared with a barrier deduced from a current, one has to decide whether to subtract a correction for the attraction between an emitted electron and the metal. The aligned band edge is a bulk quantity carried to the interface, so it doesn't contain this attraction. A current in an electric field does respond to it. The size of the correction, its dependence on field and the conditions under which it may be used settle the decision.

### Geometry, signs and units

The metal fills the half-space $x<0$ and an n-type semiconductor of relative permittivity $\kappa$ fills $x>0$. The interface is flat. The metal is treated as a perfect conductor and the semiconductor as a local, linear dielectric. Hartree atomic units are used in the derivation, so $\hbar=m_e=e=4\pi\varepsilon_0=1$ and the electron has charge $-1$.

In the depleted semiconductor the ionized donors are positive, and the compensating negative charge sits on the metal surface. The electric field points towards the metal, and the force on an electron points away from it. Let $F>0$ be the magnitude of this force at the contact, where the field is largest. In atomic units $F$ equals the magnitude of the maximum field.

The conduction-band edge at the contact, without image attraction, lies an energy $\phi_B$ above the metal's Fermi level. This edge is the zero of the potential energy $V(x)$. A maximum of $V$ at the value $-\Delta$ therefore means an effective barrier

$$
\phi_{\rm eff}=\phi_B-\Delta. \tag{1}
$$

### The force from the induced charge

Place the electron at distance $a$ from the metal, and leave out the donors for the moment. The electrostatic potential must be constant on the metal surface; take the constant as zero. Let $r_1$ be the distance of a field point from the electron and $r_2$ its distance from the mirror point at $x=-a$. For $x>0$ consider

$$
\varphi=-\frac{1}{\kappa r_1}+\frac{1}{\kappa r_2}. \tag{2}
$$

The first term is the potential of the electron in the dielectric. The second has its singularity at $x=-a$, outside the semiconductor, so it adds no charge to the region $x>0$. On the surface $r_1=r_2$ and $\varphi=0$. Equation (2) thus satisfies both Poisson's equation and the boundary condition.

No other solution does so if the potential falls off at least as fast as $1/r$ and the field at least as fast as $1/r^2$. A distant hemisphere then contributes nothing to the surface integral below. The difference $w$ of two such solutions obeys $\nabla^2w=0$ for $x>0$ and vanishes on the boundary. Since $\nabla\cdot(w\nabla w)=|\nabla w|^2+w\nabla^2w$, the divergence theorem gives

$$
\int_{x>0}|\nabla w|^2\,d^3r=\oint w\,\nabla w\cdot d\mathbf S=0, \tag{3}
$$

so $w$ is constant, and the constant is zero.

The charge induced on the metal therefore acts on the electron like a charge $+1$ at the mirror point, a distance $2a$ away. The attraction points towards the metal:

$$
f(a)=-\frac{1}{\kappa(2a)^2}=-\frac{1}{4\kappa a^2}. \tag{4}
$$

### The energy and its factor of one half

The potential energy is minus the work done by the force when the electron is brought from far away, where the image energy is set to zero:

$$
U(x)=-\int_\infty^x f(a)\,da
=\int_\infty^x\frac{da}{4\kappa a^2}
=\left[-\frac{1}{4\kappa a}\right]_\infty^x
=-\frac{1}{4\kappa x}. \tag{5}
$$

This choice of zero leaves the band edge deep in the semiconductor unshifted, as equation (1) requires.

Two real charges $-1$ and $+1$ held a distance $2x$ apart have the interaction energy $-1/(2\kappa x)$, twice the value in (5). The difference is visible in the field energy. Let $\mathbf E_1$ be the field of the electron in an unbounded dielectric and $\mathbf E_2$ that of the image charge. With the metal present, the field is $\mathbf E_1+\mathbf E_2$ for $x>0$ and zero for $x<0$. The energy density is $\kappa E^2/8\pi$. Relative to an electron in the unbounded dielectric, the energy is

$$
U=\frac{\kappa}{8\pi}\left[\int_{x>0}|\mathbf E_1+\mathbf E_2|^2d^3r-\int_{\rm all}|\mathbf E_1|^2d^3r\right]. \tag{6}
$$

The infinite self-energy of the point charge is removed by leaving the same small ball around the electron out of both integrals. Expand the square. The part of $|\mathbf E_1|^2$ in $x>0$ cancels, and $-|\mathbf E_1|^2$ in $x<0$ remains. By reflection, the integral of $|\mathbf E_2|^2$ over $x>0$ equals that of $|\mathbf E_1|^2$ over $x<0$, so these also cancel, with the mirror ball removed from the second region. The balls may then shrink to zero, and

$$
U=\frac{\kappa}{4\pi}\int_{x>0}\mathbf E_1\cdot\mathbf E_2\,d^3r. \tag{7}
$$

Reflection exchanges the two fields apart from a common change of sign, so $\mathbf E_1\cdot\mathbf E_2$ has equal integrals over the two half-spaces. Its integral over all space, with the prefactor in (7), is the interaction energy of two real charges. Half of that is

$$
U=\frac12\left(-\frac{1}{2\kappa x}\right)=-\frac{1}{4\kappa x}, \tag{8}
$$

in agreement with (5). The factor of one half arises because the field fills only the semiconductor side. In a numerical test, the integral (7) was evaluated for $\kappa=1$ at distances of 0.7 and 2.0 bohr. Its product with the distance agreed with $-1/4$ to within $10^{-5}$ in both cases.

### Adding the field of the contact

Now restore the donors and the applied voltage. The electrostatic equations are linear, so the force on the electron is a sum of two parts. One comes from the fixed donors, the charge they induce on the metal and the applied voltage. It exists whether or not the test electron is there, and it follows from the ordinary band bending. The other comes from the charge that the test electron itself induces, and it is (4). The band bending enters without a factor of one half because its sources don't move with the electron.

Close to the contact, let the band-bending force have the constant value $F$. Its potential energy is $-Fx$, and

$$
V(x)=-Fx-\frac{1}{4\kappa x}. \tag{9}
$$

Both terms are negative. The image term pulls the energy down near the metal, and the field pulls it down further out. The highest point lies between.

### Position and height of the top

Differentiate (9) and set the result to zero:

$$
V'(x)=-F+\frac{1}{4\kappa x^2}=0 . \tag{10}
$$

Hence $x^2=1/(4\kappa F)$, and the positive root is

$$
x_m=\frac{1}{2\sqrt{\kappa F}}. \tag{11}
$$

At this point the outward force of the field balances the image attraction. The second derivative is $V''=-1/(2\kappa x^3)$. Equation (10) gives $1/(4\kappa)=Fx_m^2$, so

$$
V''(x_m)=-\frac{2Fx_m^2}{x_m^3}=-\frac{2F}{x_m}<0 , \tag{12}
$$

and the point is a maximum. The same substitution turns the image term at $x_m$ into $-Fx_m^2/x_m=-Fx_m$. The two terms in (9) contribute equally, and

$$
\Delta=-V(x_m)=2Fx_m=\frac{2F}{2\sqrt{\kappa F}}=\sqrt{\frac{F}{\kappa}}. \tag{13}
$$

This is the square-root law. For the potential (9) it involves no expansion. Completing the square also shows that the maximum is global:

$$
V(x)=-\sqrt{\frac F\kappa}-\left(\sqrt{Fx}-\frac{1}{2\sqrt{\kappa x}}\right)^2 . \tag{14}
$$

The cross term of the square is $+2\sqrt{Fx}/(2\sqrt{\kappa x})=\sqrt{F/\kappa}$ and cancels the first term, which leaves (9). The bracket vanishes at $x=x_m$ and makes $V$ lower everywhere else.

The exponent has a simple origin. A stronger field moves the top closer to the metal, with $x_m\propto F^{-1/2}$. The energy gained over that distance is proportional to $Fx_m$, which leaves $F^{1/2}$. Small relative changes obey

$$
\frac{d\Delta}{\Delta}=\frac12\frac{dF}{F}-\frac12\frac{d\kappa}{\kappa}, \tag{15}
$$

so an error of 10% in the field gives about 5% in the lowering at fixed permittivity. As $F\to0$ the lowering vanishes, but $x_m$ grows without limit. At fixed doping the depletion layer also shrinks in proportion to $F$, so the assumption of a constant force over the distance $x_m$ eventually fails.

The result was tested by direct maximization of (9) for $\kappa=4$ and $11.7$, with forces from $10^{-4}$ to $1$ eV/nm in steps of a factor of ten. The relative difference from (13) was below $10^{-7}$ in every case, and that from (11) was below $10^{-4}$.

### The law in SI units

Let $E_m$ be the magnitude of the maximum field and $\varepsilon=\kappa\varepsilon_0$. The force is $eE_m$, and the image energy is $-e^2/(16\pi\varepsilon x)$. For a sum $-Ax-B/x$, the steps from (10) to (13) give a maximum of $-2\sqrt{AB}$. With $A=eE_m$ and $B=e^2/(16\pi\varepsilon)$,

$$
\Delta=2\sqrt{\frac{e^3E_m}{16\pi\varepsilon}}
=\sqrt{\frac{e^3E_m}{4\pi\varepsilon}}. \tag{16}
$$

This $\Delta$ is an energy. Division by $e$ gives the lowering as a voltage.

### What the lowering does to a thermal current

Consider electrons that leave the metal over the top and are not scattered back. For one parabolic valley, the flux at the top contains $v_x\,dk_x$, which equals $dE_x$, the element of energy of motion along $x$. The integral over the transverse wave vector doesn't depend on the height of the barrier. With Boltzmann statistics and classical passage, the current is proportional to

$$
\int_{\phi_{\rm eff}}^\infty e^{-E_x/kT}\,dE_x
=kT\,e^{-\phi_{\rm eff}/kT}. \tag{17}
$$

Energies are measured from the metal's Fermi level here. By (1), the ratio of this current to the one without image attraction is

$$
\frac{J}{J_0}=e^{\Delta/kT}, \tag{18}
$$

at fixed temperature, $\phi_B$ and effective masses. A lowering that is small beside $\phi_B$ can thus matter if it is comparable with $kT$.

### A displaced image plane

On the atomic scale the surface from which the image distance is counted need not coincide with the plane from which the band bending is counted. Let the image plane lie a distance $d$ inside the semiconductor. Then

$$
V(x)=-Fx-\frac{1}{4\kappa(x-d)},\qquad x>d. \tag{19}
$$

Put $u=x-d$, which gives

$$
V=-Fd-Fu-\frac{1}{4\kappa u}. \tag{20}
$$

The last two terms have the form (9), with maximum $-\sqrt{F/\kappa}$. The total lowering is therefore

$$
\Delta_d=\sqrt{\frac F\kappa}+Fd . \tag{21}
$$

A shift into the metal has negative $d$ and reduces the lowering. Equation (21) then requires $|d|<x_m$, so that the top still lies inside the semiconductor. The new term is linear in the field. Its ratio to the square-root term is $Fd/(2Fx_m)=d/(2x_m)$, which grows as $\sqrt F$. The pure square-root law thus requires $|d|\ll2x_m$. Direct maximization of (19) for $F=0.013$ eV/nm, $\kappa=11.7$ and $d=0.1$ nm gave the extra $Fd=1.3$ meV to within $10^{-8}$ eV.

## II. The depletion layer and a silicon contact

The electron is a distance $x$ from the metal, in a semiconductor of relative permittivity $\kappa$. The band bending pushes it outward with the force $F$ at the contact. In atomic units the image energy is $-1/(4\kappa x)$. In a uniform field the barrier top lies at $x_m=1/(2\sqrt{\kappa F})$ and is lowered by $\Delta=2Fx_m=\sqrt{F/\kappa}$, relative to the barrier $\phi_B$ without image attraction. Classical thermal emission then grows by $e^{\Delta/kT}$.

### The maximum field from doping and bias

Let the donor density $N$ be uniform, and let all mobile electrons be absent for $0<x<W$. The electrostatic potential obeys $\varphi''=-4\pi N/\kappa$. The electron's energy in it is $V_d=-\varphi$, so $V_d''=4\pi N/\kappa$. The field vanishes at the edge $W$, and one integration gives

$$
V_d'(x)=\frac{4\pi N}{\kappa}(x-W),\qquad
F=-V_d'(0)=\frac{4\pi NW}{\kappa}. \tag{22}
$$

Thus $V_d'=-F(1-x/W)$. With $V_d(0)=0$, a second integration gives

$$
V_d(x)=-Fx+\frac{Fx^2}{2W}. \tag{23}
$$

The total band bending is $\psi=-V_d(W)=FW/2$, so $W=2\psi/F$. Inserting this in (22) gives $F=8\pi N\psi/(\kappa F)$, or

$$
F=\sqrt{\frac{8\pi N\psi}{\kappa}},\qquad
\Delta=\sqrt{\frac F\kappa}=\left(\frac{8\pi N\psi}{\kappa^3}\right)^{1/4}. \tag{24}
$$

The lowering varies as the square root of the field but as the fourth root of the band bending.

For a reverse bias $V_R$, the band bending is $\psi=\phi_B-\zeta+eV_R$, where $\zeta$ is the height of the bulk band edge above the bulk Fermi level. In a nondegenerate semiconductor $N=N_ce^{-\zeta/kT}$, so $\zeta=kT\ln(N_c/N)$. Silicon has six equivalent valleys with one longitudinal mass $m_l$ and two transverse masses $m_t$. Two spin states and three Gaussian integrals over wave vector per valley give

$$
N_c=12\left(\frac{m\,kT}{2\pi}\right)^{3/2},\qquad m=(m_lm_t^2)^{1/3}. \tag{25}
$$

In a uniform field the image attraction lowers the barrier by $\sqrt{F/\kappa}$, and the doping and bias now fix the force $F$ at the contact. What remains is to allow for the fall of the field across the depletion layer, put numbers to a silicon contact, and find when the correction may be used.
